\section*{Moving sublattices, atomic masses and Gamma-to-X phonon selection in zincblende}

\section{An exchange of masses}

Take a model zincblende crystal whose cation has mass 70 u and whose anion has mass 30 u. Its longitudinal phonons at the zone-boundary point X have energies 0.0279 eV and 0.0426 eV. Exchange the two masses and leave all springs and the electronic potential unchanged. Both sublattices are equally stiff in this model, so the two energies stay the same. Yet the phonon whose matrix element connects the conduction state at $\Gamma$ with the lower conduction state at X changes from the lower, LA, mode to the upper, LO, mode. The rule concerns these two symmetry points. They differ in energy by far more than a phonon carries, so real transitions involve states away from them, where the rule weakens or fails.

Three things contribute: the symmetry of the lattice motion, the symmetry of the electron states, and the order of the phonon frequencies. The first two choose which atom must move. Only the third involves the masses.

The crystal has lattice constant $a=5.6$ \AA, an anion at the origin and a cation at $\boldsymbol\tau=(a/4)(1,1,1)$. The final valley is at $\mathbf X=(2\pi/a)(0,0,1)$. Algebra is in atomic units, $\hbar=m_e=e=1$. The lattice is harmonic, scattering is by one phonon, and spin is left out at first.

\section{Contribution of the lattice: one sublattice per mode}

Eight operations about an anion preserve the crystal and the X axis. They form the group $D_{2d}$. Four leave $z$ unchanged and four reverse it, so each sends $z\to\eta z$ with $\eta=\pm1$. An example with $\eta=-1$ is the rotation $C_{2x}$: $(x,y,z)\to(x,-y,-z)$. Reversal turns $\mathbf X$ into $-\mathbf X$, which is equivalent because $2\mathbf X$ is a reciprocal lattice vector.

In a longitudinal X pattern each atom of one sublattice moves by $u f_s(z)$ along $z$, and the sign alternates between successive layers a distance $a/2$ apart:
\begin{equation}
f_a(z)=\cos\frac{2\pi z}{a},\qquad
f_c(z)=\cos\frac{2\pi(z-a/4)}{a}=\sin\frac{2\pi z}{a}.
\end{equation}
Anion layers lie at $z=na/2$ and cation layers at $z=a/4+na/2$, so both functions equal $\pm1$ on their own layers. An operation moves an atom from $z$ to $\eta z$ and multiplies its displacement by $\eta$. The transformed pattern at $\eta z$ is therefore $\eta f_s(z)$. Since the cosine is even and the sine odd,
\begin{equation}
\eta f_a(z)=\eta f_a(\eta z),\qquad \eta f_c(z)=f_c(\eta z).
\end{equation}
The anion pattern is multiplied by $\eta$; this representation is called X$_3$. The cation pattern is unchanged; this is X$_1$. For the cations, reversing the arrow and reversing the layer phase cancel.

The harmonic energy could contain a product $u_au_c$ of the two amplitudes. An operation with $\eta=-1$ changes the sign of this product but not the energy, so its coefficient is zero. Transverse motion is excluded from mixing by the half-turn about $z$, which reverses $u_x$ and $u_y$ but leaves both longitudinal patterns alone. Each longitudinal mode at X thus moves one sublattice, for harmonic forces of any range, with
\begin{equation}
\omega_s^2=K_s/M_s .
\end{equation}

\section{Contribution of the electrons: which atom must move}

Let $\partial V/\partial u_s$ be the change of the electron potential per unit amplitude of pattern $s$. It has the symmetry of that pattern. The conduction state at $\Gamma$ is invariant (type $\Gamma_1$). Let the X state be multiplied by $\sigma_X$, and pattern $s$ by $\sigma_s$, under an operation with $\eta=-1$. Applying the operation to every factor of a matrix element cannot change its value, so
\begin{equation}
D_s=\langle X|\partial V/\partial u_s|\Gamma_1\rangle
=\sigma_X\sigma_s D_s .
\label{eq:rule}
\end{equation}
Hence $D_s=0$ unless $\sigma_X=\sigma_s$. An X$_1$ state ($\sigma_X=+1$) needs cation motion; an X$_3$ state ($\sigma_X=-1$) needs anion motion. Transverse motion gives zero for both, since the half-turn about $z$ reverses it and leaves all these electron states unchanged.

The labels depend on the origin, but the moving atom does not. The rotation $C_{2x}$ about a cation equals $C_{2x}$ about an anion followed by the translation $\boldsymbol\tau-C_{2x}\boldsymbol\tau=(a/2)(0,1,1)$. At X this translation has the phase $e^{\pm i\pi}=-1$. Both $\sigma_X$ and $\sigma_s$ change sign, and their product does not.

The same sign gives the local picture. An X$_1$ state is even under $C_{2x}$ about an anion and odd about a cation. It must vanish at the cation, where it may have a slope along $z$: it is s-like on the anion and p$_z$-like on the cation. Moving a rigid atom adds $-u\,\partial_z v_s$, which is odd in $z$ about that atom. Around an anion the integrand of $D_a$ is even times odd times even, and integrates to zero. Around a cation it is odd times odd times even, and survives. The atom that scatters is the one on which the X state is p$_z$-like.

To give these statements sizes, the model uses the atomic pseudopotentials
\begin{equation}
v_s(x)=\frac{0.012\,(x-7.8)}{e^{x-10.5}+1}\mp0.04\,e^{-0.25x},
\qquad x=\Big(\frac{qa}{2\pi}\Big)^2,
\end{equation}
in hartree, with the upper sign for the anion. These are Fourier components at wavevector $q$, normalized to the volume of one primitive cell. Diagonalization in about 250 plane waves puts the lower X state 0.534 eV above $\Gamma_1$, and it is of type X$_1$. With $|\psi|^2$ averaging to one over the cell, $|\psi|=1.55$ at the anion and zero at the cation, where the slope is about 1.8 \AA$^{-1}$ (it moves by 0.01 to 0.04 with the cutoff). The couplings, with $\partial V/\partial u_s$ taken for rigidly displaced potentials, are
\begin{align}
\text{lower valley, X}_1:&\quad |D_a|=0,\quad |D_c|=0.938\ \text{eV/\AA},\\
\text{upper valley, X}_3:&\quad |D_a|=1.323\ \text{eV/\AA},\quad |D_c|=0 .
\end{align}
Lowering the cutoff on $|\mathbf k+\mathbf G|^2$ from 40 to 28 $(2\pi/a)^2$ changes 0.938 by 0.001 eV/\AA.

Symmetry does not say which valley is lower. If the two atomic potentials were equal, inversion about a bond centre would exchange the two states and make them degenerate. Exchanging the potentials of the two species exchanges the roles of the states. In this model the lower state is s-like on the atom with the deeper potential, and the splitting is 0.443 eV. A crystal with the opposite order would need anion motion for its lower valley.

\section{Contribution of mass and stiffness: LA or LO}

Along the line from $\Gamma$ to X the two longitudinal branches have the same symmetry and repel, so at X the lower is called LA and the upper LO. For an X$_1$ valley,
\begin{equation}
\text{allowed phonon}=
\begin{cases}
\text{LO}, & K_c/M_c>K_a/M_a,\\
\text{LA}, & K_c/M_c<K_a/M_a .
\end{cases}
\label{eq:order}
\end{equation}
The mass rule, that the heavier atom moves in LA, therefore needs information about $K_s$.

Let $\Phi_{ss'}(\mathbf R)$ be the $zz$ force constants between an atom $s$ and the atoms $s'$ in cell $\mathbf R$, with a range short enough for the sums to converge. When only sublattice $s$ moves,
\begin{equation}
K_s=\Phi_{ss}(0)+\sum_{\mathbf R\ne0}\Phi_{ss}(\mathbf R)\cos(\mathbf X\cdot\mathbf R).
\end{equation}
A uniform shift of the crystal produces no force, so
\begin{equation}
\Phi_{ss}(0)=-\sum_{\mathbf R\ne0}\Phi_{ss}(\mathbf R)-\sum_{\mathbf R}\Phi_{ss'}(\mathbf R),\qquad s'\ne s .
\end{equation}
Substitution gives
\begin{equation}
K_s=S-\sum_{\mathbf R\ne0}\Phi_{ss}(\mathbf R)\,[1-\cos(\mathbf X\cdot\mathbf R)],
\qquad S=-\sum_{\mathbf R}\Phi_{ss'}(\mathbf R).
\end{equation}
Action equals reaction, so $S$ is the same for both atoms. The stiffnesses can differ only through forces within a sublattice.

In the model, each of the 4 nearest neighbours gives a $zz$ spring $\alpha=3.0$. The 12 next cation--anion neighbours have central springs $\gamma=0.05$; the mean of $n_z^2$ over them is $1/3$, which gives $4\gamma$. Of the 12 nearest atoms of the same species, with central springs $\kappa_s$, 8 have $n_z^2=1/2$ and $1-\cos(\mathbf X\cdot\mathbf R)=2$; the other 4 do not contribute. Thus
\begin{equation}
K_s=4\alpha+4\gamma+8\kappa_s .
\end{equation}
For $\kappa_s=0.1$ this is $12+0.2+0.8=13.0$ eV/\AA$^2$. Case D has $\kappa_a=0.3$, hence $K_a=14.6$ eV/\AA$^2$.

\begin{center}
\begin{tabular}{lccccc}
\hline
Case & $M_c,\,M_a$ (u) & $K_a/K_c$ & LA (eV) & LO (eV) & Allowed\\
\hline
A & 70, 30 & 1.00 & 0.0279 & 0.0426 & LA\\
B & 30, 70 & 1.00 & 0.0279 & 0.0426 & LO\\
C & 70, 75 & 1.00 & 0.0269 & 0.0279 & LO\\
D & 70, 75 & 1.12 & 0.0279 & 0.0285 & LA\\
\hline
\end{tabular}
\end{center}

The electronic potential is the same in all four. In A and B the frequency ratio is $\sqrt{70/30}=1.53$, and the mass rule holds. In D the heavier anion vibrates faster, because $K_a/K_c=1.12$ exceeds $M_a/M_c=1.07$. The mass rule then gives the wrong phonon, while Eq.~\eqref{eq:order} gives the right one.

\section{What the masses do to the scattering strength}

For $N$ cells the quantized amplitude of the cation mode contributes
\begin{equation}
|\langle X|\delta V|\Gamma_1\rangle|^2
=\frac{|D_c|^2}{2NM_c\omega_c}\Big(n+\tfrac12\pm\tfrac12\Big),
\end{equation}
with the upper sign for emission and $n$ the thermal occupation. At low temperature only emission remains. Since $M_c\omega_c=\sqrt{K_cM_c}$, case B is then stronger than A by $\sqrt{70/30}=1.53$. At high temperature $2n+1\to2k_BT/\omega_c$, and the sum of emission and absorption becomes
\begin{equation}
\frac{|D_c|^2(2n+1)}{2NM_c\omega_c}\to\frac{|D_c|^2k_BT}{NM_c\omega_c^2}
=\frac{|D_c|^2k_BT}{NK_c},
\end{equation}
in which the mass has cancelled. At 300 K the occupations are 0.516 in A and 0.239 in B, so the ratio of B to A is
\begin{equation}
\frac{1.478/\sqrt{30}}{2.032/\sqrt{70}}=1.11 .
\end{equation}
At fixed springs and potential, exchanging the masses thus changes the energy given up in an emission by half, from 0.0279 to 0.0426 eV, but the summed squared coupling by only a tenth. The density of final states is not included in this comparison.

If a transport formula uses the crystal density in place of $M_c$, the equivalent coupling is $|D_c|\sqrt{(M_c+M_a)/M_c}$: in case A, $0.938\sqrt{100/70}=1.12$ eV/\AA, or $1.12\times10^8$ eV/cm; in case B, 1.71 eV/\AA; in C and D, 1.35 eV/\AA. These differ although $D_c$ does not.

\section{Corrections: final states away from X, and spin}

Let the final state lie on the axis at $(2\pi/a)(1-\delta)$. An operation with $\eta=-1$ now carries $\delta$ into $-\delta$, so the forbidden amplitude is odd in $\delta$: it starts linearly and its square quadratically. In case A the forbidden-to-allowed ratio of squared couplings, emission plus absorption at 300 K, is $2.67\times10^{-5}$ at $\delta=0.001$ and $1.07\times10^{-4}$ at $0.002$, four times larger.

Two processes add in the amplitude. Seen from an anion, the electron state is no longer purely even under $C_{2x}$, so anion motion couples with a relative strength $\mu=D_a/D_c\propto\delta$. The phonon modes also mix. The nearest-neighbour part of the anion--cation force element is $-4\alpha\cos[\pi(1-\delta)/2]\approx-2\pi\alpha\delta$; with the $\gamma$ springs the element is $-b$, where $b=\pi\delta(2\alpha-50\gamma/11)$, or 0.181 eV/\AA$^2$ at $\delta=0.01$. First-order perturbation theory gives the anion-like mode a cation component $\theta$, and the amplitude ratio $r$ is
\begin{equation}
r\approx\mu\sqrt{\frac{M_c}{M_a}}+\theta,\qquad
\theta=-\frac{b}{\sqrt{M_aM_c}\,(\omega_a^2-\omega_c^2)} .
\end{equation}
Both terms are real, because time reversal combined with $C_{2x}$ preserves the wavevector. The sign of $\theta$ follows the order of the modes, while $\mu$ does not depend on the masses. The terms can therefore reinforce or oppose each other.

At $\delta=0.01$, $\theta=-0.016$ in A and $+0.016$ in B. The ratio of squared couplings is $r^2$ times the ratio of $(2n+1)/\omega$, which is 0.476 in A and 2.10 in B. The computed 0.0027 for A gives $|r|=0.075$. Taking $\mu$ negative gives $\mu=-0.039$, and then $r=-0.025+0.016=-0.009$ in B, a squared-coupling ratio of 0.0002, as computed. A positive $\mu$ would give 0.006. The contributions reinforce in A and partly cancel in B. In C and D the modes are close in frequency, $|\theta|$ is 0.2 to 0.3, and phonon mixing dominates; the computed ratios are 0.026 and 0.086.

The computed valley minimum is at X. As a measure of thermal spread, the squared couplings were averaged along the axis up to $\delta=0.3$ with Boltzmann weights at 300 K. The forbidden-to-allowed ratio becomes 0.12 in A, 0.005 in B, 0.13 in C and 0.81 in D. In D the rule, though strict at X, hardly discriminates. Off-axis states are not included, and electrons just arriving from $\Gamma$ need not be thermally distributed.

All of this keeps the initial state at $\Gamma$, which energy conservation does not allow here: the electron must start about 0.5 eV up in the $\Gamma$ valley. In the model such a state has $|\mathbf k|\approx0.10\,(2\pi/a)$ and only 77\% $\Gamma_1$ weight, and the rule is largely lost even for a final state exactly at X. For $\mathbf k$ along $z$ the forbidden-to-allowed ratio is 0.7 in C, 3.9 in D, 5.9 in B, and several hundred in A, where the allowed amplitude nearly cancels. For $\mathbf k$ along $x$, $C_{2x}$ survives and the longitudinal rule holds, but the transverse modes together are about 20 times stronger than the allowed one.

Spin--orbit coupling leaves the longitudinal rule intact at X. With spin, $\Gamma_1$ and X$_1$ both transform as the two-component representation X$_6$ of $D_{2d}$. Its squared characters are 4 for the identity, 2 for each of the two fourfold rotation-reflections, and 0 for the rest. The number of allowed couplings is the group average of these times the phonon character:
\begin{equation}
\text{X}_1:\ \frac{4+2+2}{8}=1,\qquad
\text{X}_3:\ \frac{4-2-2}{8}=0,\qquad
\text{X}_5:\ \frac{4\cdot2}{8}=1 .
\end{equation}
Here X$_5$ is transverse motion, which spin--orbit coupling allows; its strength was not computed.

\section{Beside real semiconductors}

The parameters are in the rough regime of gallium arsenide, whose atoms have masses near 70 and 75 u, as in C and D. The model's direct gap of 1.12 eV is below the real value of roughly 1.4 eV, while its $\Gamma$--X separation of 0.53 eV is close to the rough real value of 0.5 eV. Its density-normalized coupling, 1.35 eV/\AA, is well below the rough value of 10 eV/\AA{} used in some transport simulations. The comparison is not like for like: the transport value is an effective parameter for hot electrons, while 1.35 eV/\AA{} is one coupling between the two symmetry points, and for hot initial states other branches dominate in the model. The model also omits long-range polar forces, which can alter $K_s$ but not the symmetry at X. For such nearly equal masses, a difference of a few per cent in stiffness can matter as much as the mass difference, and the allowed branch should be taken from calculated mode displacements. Gallium phosphide, with a much heavier cation, resembles A, and aluminium arsenide, with a much lighter one, resembles B. The mass rule then gives LA and LO respectively, provided that the lower valley is s-like on the anion and the stiffnesses are comparable. Real transitions conserve energy and so lie away from the symmetry points. In gallium arsenide the electron starts high in the $\Gamma$ valley; in gallium phosphide and aluminium arsenide X lies below $\Gamma$, and the final states lie high in the X valley. For an initial state at $\Gamma$ and thermal final states on the axis, the model's forbidden share rises from zero to between 0.005 and 0.8 of the allowed one, depending mainly on how well the two modes are separated and on whether the two mixing amplitudes cancel. Final states off the axis also admit transverse phonons; averaged thermally over the whole valley their share is about 0.02 to 0.03, depending on the off-diagonal nearest-neighbour spring, and the longitudinal share in B rises to 0.011. For hot initial states the forbidden branches can outweigh the allowed one, so the rule labels the matrix element at the symmetry points and does not by itself name the phonon that dominates real transfer.
